# Why imaginary energy on channel sites absorbs current in transport calculations

## Question

I compute ballistic current through a 20 nm two-dimensional channel with Green functions. The lead self-energies use the usual \(E+i0\). To avoid sharp features on my energy grid I also add \(i\eta\), with \(\eta\) about 1 meV, to every channel site. This is far below \(k_BT\) at room temperature, and the density of states looks the same but smoother. My current comes from the transmission between source and drain, so it is equal at both ends. Is this \(\eta\) just numerical smoothing, or does it change the physics?

## Answer

It changes the physics. A finite \(\eta\) on the channel sites is an absorber, and your current formula cannot show the loss. In the example below, 1 meV makes the source and drain currents differ by half of the correct current.

### What the modified equation says

Take one transverse mode of a uniform-width channel. It is a chain of \(N\) sites with spacing \(a\), hopping \(-t\) and real site energies \(h_n=U_n+2t\), where \(t=\hbar^2/2ma^2\). Replacing \(E\) by \(E+i\eta\) on the sites is the same as replacing \(h_n\) by \(h_n-i\eta\):

\[
i\hbar\,\dot\psi_n=(h_n-i\eta)\psi_n-t(\psi_{n+1}+\psi_{n-1}).
\]

If the right side is called \(X_n\), then \(d|\psi_n|^2/dt=2\,\mathrm{Re}(\psi_n^*X_n/i\hbar)=(2/\hbar)\,\mathrm{Im}(\psi_n^*X_n)\). The real \(h_n\) drops out. Define the particle current on a bond as

\[
J_{n,n+1}=\frac{2t}{\hbar}\,\mathrm{Im}(\psi_n^*\psi_{n+1}).
\]

Since \(\mathrm{Im}(\psi_n^*\psi_{n-1})=-\mathrm{Im}(\psi_{n-1}^*\psi_n)\), what remains is

\[
\frac{d|\psi_n|^2}{dt}=J_{n-1,n}-J_{n,n+1}-\frac{2\eta}{\hbar}|\psi_n|^2 .
\]

In a steady state the left side vanishes, so the current drops at each occupied site. The density lifetime is \(\hbar/2\eta\), or 329 fs for 1 meV. What matters is this lifetime against the time spent in the channel; comparing \(\eta\) with \(k_BT\) says nothing about it.

### Reflection, transmission and absorption

Let a wave of unit amplitude arrive from a lossless source lead. With \(\lambda=e^{ika}\), the lead solution is \(\psi_n=\lambda^{n-1}+r\lambda^{-(n-1)}\) for \(n\le1\). It includes site 1 because the equation at lead site 0 involves \(\psi_1\). Hence \(\psi_1=1+r\), and

\[
\psi_0=\lambda^{-1}+r\lambda=\lambda\psi_1+\lambda^{-1}-\lambda .
\]

Insert this in the equation at site 1, \((E+i\eta-h_1)\psi_1+t\psi_2+t\psi_0=0\). The term \(t\lambda\psi_1\) is the effect of the self-energy \(\Sigma_S=-t\lambda\), and the rest is a source:

\[
(E+i\eta-h_1-\Sigma_S)\psi_1+t\psi_2=t(\lambda-\lambda^{-1})=2it\sin ka=i\Gamma_S .
\]

Here \(\Gamma_j=i(\Sigma_j-\Sigma_j^*)\), so \(\Gamma_S=2t\sin ka\). The drain gives \(\Sigma_D\) on site \(N\) and no source term. With \(G=[E+i\eta-H-\Sigma_S-\Sigma_D]^{-1}\), therefore,

\[
\psi_n=i\Gamma_SG_{n1},\qquad r=-1+i\Gamma_SG_{11}.
\]

The incident particle current is \((2t/\hbar)\sin ka=\Gamma_S/\hbar\), and the current leaving into the drain is \(\Gamma_D|\psi_N|^2/\hbar\). Dividing the outgoing and absorbed currents by the incident one gives

\[
T=\Gamma_S\Gamma_D|G_{N1}|^2,\quad R=|r|^2,\quad
A=2\eta\,\Gamma_S\sum_n|G_{n1}|^2 .
\]

The matrix form of the balance follows from subtracting inverses. With \(\Gamma=\Gamma_S+\Gamma_D\) as a matrix on the end sites,

\[
(G^\dagger)^{-1}-G^{-1}=-2i\eta+\Sigma-\Sigma^\dagger=-i(\Gamma+2\eta).
\]

Multiply by \(G^\dagger\) on the left and \(G\) on the right: \(i(G-G^\dagger)=G^\dagger(\Gamma+2\eta)G\). The scattering matrix is \(S=-1+i\Gamma^{1/2}G\Gamma^{1/2}\), so

\[
\begin{aligned}
S^\dagger S&=1-\Gamma^{1/2}\left[i(G-G^\dagger)-G^\dagger\Gamma G\right]\Gamma^{1/2}\\
&=1-2\eta\,\Gamma^{1/2}G^\dagger G\,\Gamma^{1/2}.
\end{aligned}
\]

Its source-source element is \(R+T=1-A\). For an open source and \(\eta>0\), \(A\) is positive, because the driven wave cannot vanish on every site. Coherent conservation, \(R+T=1\), then requires \(\eta=0\) in the channel.

A time-dependent calculation tests this absorption formula. In units \(t=a=1\), a packet with mean wave number 1.2 and rms width 20 sites crosses 30 sites with barrier height 0.3 and \(\eta=0.02\). Direct propagation loses 0.50146 of the norm; \(A\), averaged over the packet's wave numbers, is also 0.50146.

### How large is the loss?

The dwell time is the probability in the channel divided by the incident particle current:

\[
\tau=\frac{\sum_n|\psi_n|^2}{\Gamma_S/\hbar}=\hbar\Gamma_S\sum_n|G_{n1}|^2,
\qquad A=\frac{2\eta\tau}{\hbar}.
\]

This holds if \(\tau\) is computed with the damped wave. To leading order in \(\eta\), the undamped dwell time may be used.

In a flat channel the wave number becomes \(k+i\kappa\). Expanding \(E(k+i\kappa)=E+i\eta\) gives \(\hbar v\kappa=\eta\) to first order. The density decays as \(e^{-2\kappa x}\), and reflection at the ends of the lossy region is second order in \(\eta\), so

\[
T\simeq e^{-2\eta L/\hbar v}.
\]

For \(L=20\) nm and \(v=5.0\times10^5\) m/s the transit takes 40 fs. The exponent at 1 meV is \(40/329=0.12\), and \(T=0.886\), as in the full lattice calculation. A perfect conductor has lost 11 percent of its transmission.

### Why it looks like smoothing

There is a true statement behind the idea. Hold the self-energies fixed and independent of energy. The poles of \(G\) then lie in the lower half of the complex energy plane, if every channel state couples to a contact. Close the following integral in the upper half plane. The only pole there is at \(E'=E+i\eta\), with residue factor \(1/(2i\eta)\), so

\[
\int dE'\,\frac{\eta/\pi}{(E'-E)^2+\eta^2}\,S(E')
=2\pi i\,\frac{\eta}{\pi}\,\frac{S(E+i\eta)}{2i\eta}=S(E+i\eta).
\]

The large arc contributes nothing, since \(S\) stays bounded and the Lorentzian falls as \(1/|E'|^2\). The same holds for \(G\), and hence for the density of states \(-\mathrm{Im}\,\mathrm{Tr}\,G/\pi\), which is linear in \(G\). That is why your density of states looks innocently smoothed wherever the self-energies vary little over an energy \(\eta\). Close to a contact's band edge they vary quickly, and the agreement is poorer.

Transmission is quadratic. Write \(\langle\cdot\rangle\) for the Lorentzian average. Adding \(\eta\) gives \(|\langle s\rangle|^2\) for a transmission amplitude \(s\), whereas smoothing the transmission gives \(\langle|s|^2\rangle\). At each real energy the outgoing probabilities sum to one, so

\[
A=1-\sum_j|\langle S_{jS}\rangle|^2
=\sum_j\left(\langle|S_{jS}|^2\rangle-|\langle S_{jS}\rangle|^2\right).
\]

The absorption equals the variance of the outgoing amplitudes within the window. As a test, take five sites with energies \(0,0.5,-0.3,0.4,0\), hopping 1, broadening 0.8 at each end, \(E=0.3\) and \(\eta=0.1\). The absorption and the separately averaged variance are both 0.258994.

A single level at \(\varepsilon\) makes the difference visible. With \(\Gamma=\Gamma_S+\Gamma_D\) now a number,

\[
T_\eta=\frac{\Gamma_S\Gamma_D}{(E-\varepsilon)^2+(\Gamma/2+\eta)^2},\qquad
\int T_\eta\,dE=\frac{2\pi\Gamma_S\Gamma_D}{\Gamma+2\eta}.
\]

The area follows from \(\int dx/(x^2+w^2)=\pi/w\). True smoothing preserves area. It turns a unit-area Lorentzian of half-width \(\Gamma/2\) into one of half-width \(\Gamma/2+\eta\), because that Lorentzian is the imaginary part of a simple pole and averaging shifts \(E\) to \(E+i\eta\). The smoothed transmission is thus \((1+2\eta/\Gamma)T_\eta\). For \(\Gamma_S=\Gamma_D=\eta=1\) meV, the bare peak is 1, the smoothed peak 0.5 and the peak with \(\eta\) on the level 0.25. The last line has half the original area.

Absorption does not mean that \(T\) must fall at every energy. Put one site between two contacts, each with broadening 1, and attach a side level with coupling \(g=0.5\). At the common energy of site and level, eliminating the side level gives

\[
T=\left(1+\eta+\frac{g^2}{\eta}\right)^{-2}.
\]

This tends to zero as \(\eta\to0\), when the two paths cancel. At \(\eta=0.1\) it is \(3.6^{-2}=0.077\): the loss has spoiled the cancellation.

### The 20 nm channel

Take \(m=0.14\,m_0\), one valley, two spins, 300 K and \(a=0.25\) nm, so \(N=80\). The source band edge is at zero, its Fermi level at 0.10 eV, and the drain bias is \(V=0.30\) V. The potential is held fixed when \(\eta\) changes:

\[
U(x)=U_b\sin^2\frac{\pi x}{L}-eV(3u^2-2u^3),\quad U_b=0.05\ \mathrm{eV},
\]

with \(u=0\) in the first half and \(u=2x/L-1\) in the second. The drain band edge and Fermi level lie \(eV\) below those of the source.

At longitudinal energy 0.10 eV the undamped dwell time is 40.4 fs:

| \(\eta\) (meV) | \(T\) | \(R\) | \(A\) |
|---:|---:|---:|---:|
| 0 | 0.986 | 0.014 | 0 |
| 0.1 | 0.974 | 0.014 | 0.012 |
| 1 | 0.873 | 0.012 | 0.115 |
| 5 | 0.537 | 0.005 | 0.458 |

For 1 meV the leading-order estimate is \(40.4/329=0.123\), slightly above 0.115 because damping also reduces the probability inside. The bond current, relative to the incident one, is 0.987 on the first bond, 0.915 in the middle and 0.874 on the last.

### What happens to the terminal currents

Now sum over transverse wave numbers \(k_y\), which are conserved. Let \(E\) be the longitudinal energy and

\[
M_j(E)=\int\frac{dk_y}{2\pi}\,f_j\!\left(E+\frac{\hbar^2k_y^2}{2m}\right),
\]

with \(f_j\) the Fermi function of contact \(j\). Count current as positive when carriers flow from source to drain, using the magnitude \(e\) of their charge. Each terminal current is what goes in minus what comes out:

\[
\begin{aligned}
I_S&=\frac{2e}{h}\int dE\,[(1-R_S)M_S-TM_D],\\
I_D&=\frac{2e}{h}\int dE\,[TM_S-(1-R_D)M_D].
\end{aligned}
\]

The matrix inverted to obtain \(G\) is symmetric even with \(\eta\), so \(G_{1N}=G_{N1}\) and \(T\) is the same in both directions. Substituting \(1-R_j=T+A_j\) gives

\[
\begin{aligned}
I_S&=I_T+\frac{2e}{h}\int dE\,A_SM_S,\\
I_D&=I_T-\frac{2e}{h}\int dE\,A_DM_D,
\end{aligned}
\]

where \(I_T=(2e/h)\int dE\,T(M_S-M_D)\) is the formula you used. It gives one number for both ends because it omits the two absorption terms. Equality at the ends was built into it and is no evidence of conservation.

The mismatch has a simple meaning. Carriers arrive at a rate \(dE/h\) per spin and filled mode and stay for a time \(\tau_j\). The number in the channel per unit width is therefore \(N_W=(2/h)\int dE\,(\tau_SM_S+\tau_DM_D)\). With \(A_j=2\eta\tau_j/\hbar\),

\[
I_S-I_D=e\,\frac{2\eta}{\hbar}\,N_W .
\]

The currents in µA/µm are:

| \(\eta\) (meV) | \(I_S\) | \(I_D\) | \(I_T\) |
|---:|---:|---:|---:|
| 0 | 480 | 480 | 480 |
| 0.1 | 493 | 466 | 473 |
| 1 | 593 | 348 | 416 |
| 5 | 860 | −58 | 237 |

At 1 meV the channel holds 503 carriers per µm of width, or \(5.03\times10^8\) per metre. Thus

\[
I_S-I_D=\frac{(1.602\times10^{-19}\,\mathrm{C})(5.03\times10^8\,\mathrm{m^{-1}})}{3.29\times10^{-13}\,\mathrm{s}}
\simeq245\ \mathrm{A/m},
\]

which is 245 µA/µm. Your formula reports 416, which is 13 percent below the lossless result and equal to neither terminal current.

The source current rises because carriers that would have returned to the source are absorbed. At 0.10 eV the reflection was only 0.014 to begin with, so most of the rise must come from energies with stronger reflection. At 5 meV the drain current is negative: more carriers enter the channel from the drain than leave through it.

Zero bias is the clearest diagnostic. There \(M_S=M_D\), so \(I_T=0\) for any \(\eta\), and equilibrium seems intact. Yet with 1 meV each contact feeds 196 µA/µm into the channel. The two values agree because the zero-bias barrier is symmetric. This is a channel draining into an empty reservoir, not equilibrium.

### What the infinitesimal in the leads does

In a lead the two candidate factors are \(\lambda\) and \(1/\lambda\). A small positive imaginary energy makes the wave moving away from the channel decay in that direction, which identifies the outgoing root. The imaginary part is then taken to zero, leaving \(\lambda=e^{ika}\) with positive outward velocity. It selects a boundary condition and leaves no absorber behind.

A finite \(\eta\) kept only in the leads enters through \(\Sigma_j\) and \(\Gamma_j\). The matrix identity with no channel \(\eta\) still gives \(R+T=1\), but the contacts are altered. With 1 meV in the leads, \(T\) at 0.10 eV moves only from 0.9858 to 0.9861. At −0.05 eV, below the source band, a false transmission of \(1.1\times10^{-8}\) appears. That is negligible here, but it is not zero as it should be.

Nor does this single-mode chain need \(\eta\) for the inverse to exist while a contact is open for that mode. Suppose \((E-H-\Sigma)\phi=0\). The imaginary part of \(\phi^\dagger(E-H-\Sigma)\phi\) is \(\tfrac12\phi^\dagger\Gamma\phi\), which must vanish. If the source is open, \(\phi_1=0\). The equation at site 1 then gives \(\phi_2=0\), the next gives \(\phi_3=0\), and so on, so no such state exists. An open drain gives the same result from the other end. If both contacts are closed for that mode at that energy, a true bound state can occur, and its occupation must be specified separately. In a calculation holding several modes at once, such a state of a closed mode can lie inside the open band of another mode, and the matrix is then singular at that energy.

### What to do instead

Set \(\eta=0\) on the channel sites and refine the energy grid near narrow resonances. Then compute both terminal currents independently, including at zero bias.

If you want finite energy resolution, average \(T(E)\) after computing it. Here a Lorentzian of half-width 1 meV, represented by 400 equally weighted energy shifts that reach ±0.25 eV, changes the current to 495 µA/µm, or +3.0 percent. This figure integrates the smoothed \(T\) also below the source band edge, where the Lorentzian tails leave it nonzero although the source has no states. Most of the change comes from that region, reached by the outermost shifts; integrating only above the source band edge gives about +0.5 percent. A window with short tails is the better choice. This Lorentzian smoothing thus has a cost, but the current remains conserved. Its shift is opposite in sign to the 13 percent drop in \(I_T\).

If you want physical dephasing, the absorbed carriers must be returned. Treat each site as a probe with coupling \(2\eta\) and choose its occupation so that its net current vanishes at each energy. For the single level, with \(f_S=1\) and \(f_D=0\), that occupation is \(\Gamma_S/\Gamma\). The returned carriers add \(2\eta\Gamma_D(\Gamma_S/\Gamma)\) to the numerator \(\Gamma_S\Gamma_D\), which gives \((1+2\eta/\Gamma)T_\eta\), the smoothed line. In the extended channel the probes also scatter carriers backward. With \(\eta=1\) meV they conserve current and give 455 µA/µm, or −5.3 percent. That is a model of scattering, not neutral smoothing.

If you must keep some \(\eta\), size it from the mismatch. For \(I_S-I_D\) to be 0.1 percent of the lossless current \(I_0\),

\[
\eta=10^{-3}\,\frac{\hbar I_0}{2eN_W}\simeq1.8\ \mathrm{\mu eV},
\]

using \(I_0=480\) µA/µm and the undamped \(N_W=545\) per µm. This value belongs to this length, potential and bias; a longer dwell time requires a smaller one.

### How this relates to a real channel

The mass is a rough value for few-layer InSe, and 480 µA/µm is a ballistic model current, not a device prediction. A rough mobility of 1000 cm²/Vs implies a scattering time of 80 fs and a mean free path of 40 nm at 0.10 eV, only twice the channel length. Scaling the probe result linearly to that time suggests a reduction of about a fifth, as a crude estimate. A rough total contact resistance of 200 Ω µm would drop 0.096 V at this current, a third of the applied bias, so ideal contacts are a serious omission. For a rough gap of 1.3 eV, nonparabolicity lowers the velocity by about 10 percent at 0.10 eV and 29 percent at 0.40 eV kinetic energy. Interband tunnelling is energetically closed, since the largest band drop is 0.35 eV. The fixed potential also hides a knock-on error: 1 meV lowers the mid-channel density from \(1.18\) to \(1.06\times10^{12}\) cm⁻², which would shift the potential by up to about 6 mV through a 1 nm oxide; the density's own response to the shift makes it smaller.

Real scattering is thus stronger than your \(\eta\): its \(\hbar/2\tau_{sc}\), with \(\tau_{sc}\) the scattering time, is 4.1 meV. That does not justify the imaginary energy. Phonons and impurities redirect carriers and change their energy or phase, but they do not remove them from the device. The numerical output below lists the values to more digits.

## Calculated quantities

```
mass 0.14 m0 (rough), length 20 nm, spacing 0.25 nm, sites 80
temperature 300 K, kT 25.85 meV, hopping 4.354 eV
barrier 0.05 eV, source Fermi level 0.1 eV, drain bias 0.3 V
wave packet (hopping units): eta 0.02, barrier 0.3, 30 sites
  lost norm 0.50146, absorption formula 0.50146
five-site chain: absorption 0.258994, amplitude variance 0.258994
  density of states: averaged 0.606157, with eta 0.606157
single level: Gamma_S = Gamma_D = 1.0 meV, eta = 1.0 meV
  peak T: bare 1.000, with eta 0.250, smoothed 0.500
  area under T: bare 3.1416 meV, with eta 1.5708 meV
antiresonance (broadenings 1, side coupling 0.5, eta 0.1): T 0.0 -> 0.0772
longitudinal energy for single-energy results 0.1 eV
flat channel, eta 1 meV: T 0.88552, exponential law 0.88552
  velocity 4.998e+05 m/s, density lifetime 329.1 fs
device dwell time at eta = 0: 40.35 fs
  eta 0.0 meV: T 0.98580, R 0.01420, A 0.00000, sum 1.00000
  eta 0.1 meV: T 0.97388, R 0.01393, A 0.01219, sum 1.00000
  eta 1.0 meV: T 0.87295, R 0.01169, A 0.11535, sum 1.00000
  eta 5.0 meV: T 0.53743, R 0.00508, A 0.45750, sum 1.00000
bond current / incident, eta 1 meV: first 0.9870, middle 0.9153, last 0.8736
eta 1 meV in leads only: T 0.986058, R 1.39e-02, T+R 1.000000
  at -0.05 eV, below source band: false T 1.14e-08
terminal currents at drain bias, uA/um:
  eta 0.0 meV: source 480.26, drain 480.26, T formula 480.26, lost 0.00
  eta 0.1 meV: source 492.66, drain 466.35, T formula 473.32, lost 26.31
  eta 1.0 meV: source 592.66, drain 348.01, T formula 415.57, lost 244.66
  eta 5.0 meV: source 859.85, drain -58.25, T formula 237.34, lost 918.10
carriers in channel per width: eta 0 544.8 /um, eta 1 meV 502.6 /um
zero bias, eta 1 meV: into channel from source 196.01, from drain 196.01 uA/um
T smoothed by 1 meV Lorentzian: current 494.59 uA/um (+2.98 %)
zero-current probes, eta 1 meV: current 454.78 uA/um (-5.31 %)
eta for 0.1 % source-drain mismatch: 1.81 ueV
neglected effects:
  rough mobility 1000 cm2/Vs: scattering time 79.6 fs, hbar/(2 tau) 4.13 meV
  mean free path at 0.1 eV: 39.8 nm
  rough total contact resistance 200 ohm um: drop 0.096 V
  rough gap 1.3 eV: nonparabolic/parabolic velocity 0.899 at 0.1 eV, 0.708 at 0.4 eV
  lattice/continuum velocity at 0.4 eV: 0.9885
  mid-channel density: eta 0 1.180e+12, eta 1 meV 1.056e+12 cm^-2
  potential shift by that change, 1.0 nm oxide: 5.72 mV
  largest band drop 0.35 eV against gap 1.3 eV; peak field 0.53 MV/cm
```
